# Mixing density and kinetic-energy density with common Pulay coefficients

## Form of the mixing error

The von Weizsäcker kinetic-energy density, in the Hartree atomic units used throughout, is

\[
\tau_W[n]=\frac{|\nabla n|^2}{8n}.
\]

Let trial densities \(n_i>0\) be combined into \(n=\sum_i c_i n_i\), with \(\sum_i c_i=1\) and \(n>0\). Two symmetries fix the form of

\[
\Delta=\sum_i c_i\,\tau_W[n_i]-\tau_W[n].
\]

First, \(\tau_W[\lambda n]=\lambda\tau_W[n]\), so \(\Delta\) has degree one in the densities. Second, multiply every density by \(e^{\mathbf G\cdot\mathbf r}\) with constant \(\mathbf G\). Then

\[
\tau_W[e^{\mathbf G\cdot\mathbf r}n]=e^{\mathbf G\cdot\mathbf r}\frac{|\nabla n+\mathbf Gn|^2}{8n}
=e^{\mathbf G\cdot\mathbf r}\Big(\tau_W[n]+\tfrac14\mathbf G\cdot\nabla n+\tfrac18G^2n\Big).
\]

The last two terms are linear in \(n\) and cancel in \(\Delta\), which therefore acquires only the factor \(e^{\mathbf G\cdot\mathbf r}\). The same operation shifts every logarithmic gradient \(\mathbf g_i=\nabla\ln n_i\) by \(\mathbf G\). By the first symmetry the factor \(e^{\mathbf G\cdot\mathbf r}\) is just the rescaling of the density values, so at fixed values a common shift of the \(\mathbf g_i\) leaves \(\Delta\) unchanged. At fixed values \(\Delta\) is also quadratic in the \(\mathbf g_i\), because \(\tau_W\) is quadratic in the gradient. Hence \(\Delta\) is a quadratic form in the differences \(\mathbf g_i-\mathbf g_j\), with coefficients of degree one in the densities.

To find the coefficients, set \(w_i=c_in_i\), so that \(\sum_iw_i=n\) and \(\sum_iw_i\mathbf g_i=\sum_ic_i\nabla n_i=\nabla n\). Expanding the square gives

\[
\sum_{i<j}w_iw_j|\mathbf g_i-\mathbf g_j|^2
=\tfrac12\sum_{ij}w_iw_j(g_i^2+g_j^2-2\mathbf g_i\cdot\mathbf g_j)
=n\sum_iw_ig_i^2-|\nabla n|^2 .
\]

Since \(\tau_W[n_i]=n_ig_i^2/8\), division by \(8n\) yields

\[
\Delta=\frac1{8n}\sum_{i<j}c_ic_j\,n_in_j\,|\mathbf g_i-\mathbf g_j|^2. \tag{1}
\]

## When mixing preserves the bound

For real orbitals with occupations \(f_a\ge0\),

\[
n=\sum_af_a\phi_a^2,\qquad \tau=\tfrac12\sum_af_a|\nabla\phi_a|^2 .
\]

Because \(\nabla n=2\sum_af_a\phi_a\nabla\phi_a\), the Cauchy–Schwarz inequality gives

\[
|\nabla n|^2\le4\Big(\sum_af_a\phi_a^2\Big)\Big(\sum_af_a|\nabla\phi_a|^2\Big)=8n\tau ,
\]

which is \(\tau\ge\tau_W[n]\). A single orbital gives equality. The TPSS exchange used below depends on \(\alpha=(\tau-\tau_W)/\tau_{\rm unif}\), where \(\tau_{\rm unif}\) is the uniform-gas value. A violated bound makes \(\alpha\) negative, a value that no set of orbitals produces.

Let \(\tau\) be mixed with its own weights, \(\tau=\sum_id_i\tau_i\), \(\sum_id_i=1\). The bound survives for every admissible history, at every point where \(n>0\), if and only if \(d_i=c_i\ge0\).

**Sufficiency.** For \(d_i=c_i\), equation (1) gives

\[
\tau-\tau_W[n]=\sum_ic_i\big(\tau_i-\tau_W[n_i]\big)+\frac1{8n}\sum_{i<j}c_ic_jn_in_j|\mathbf g_i-\mathbf g_j|^2. \tag{2}
\]

Every term is nonnegative when every \(c_i\ge0\).

**Necessity of equal weights.** If \(d\ne c\), the equal sums imply \(d_k<c_k\) for some \(k\). Smooth one-orbital densities can have any positive value and any gradient at one point, their integrals being adjusted elsewhere. Give them all the same \(\mathbf g\ne0\) there, with \(n_k=1+\varepsilon\) and the other values 1. Then

\[
\tau-\tau_W[n]=\frac{g^2}{8}\big[(1+\varepsilon d_k)-(1+\varepsilon c_k)\big]=\frac{g^2\varepsilon}{8}(d_k-c_k)<0
\]

for small \(\varepsilon>0\), which also keeps \(n=1+\varepsilon c_k\) positive.

**Necessity of nonnegative weights.** Let \(d=c\) with \(c_k<0\). Take all \(n_i=1\) at the point, \(\mathbf g_k=\mathbf G\ne0\), and the other gradients zero. Then \(\tau=c_kG^2/8\) and \(\tau_W[n]=c_k^2G^2/8\), so

\[
\tau-\tau_W[n]=\tfrac18c_k(1-c_k)G^2<0 .
\]

Equal coefficients are therefore not a sufficient safeguard by themselves. A particular history with a negative weight may still pass, because the first sum in (2) can outweigh the second.

Two one-orbital densities show the three situations. For \(n_i=(2Z_i^3/\pi)e^{-2Z_ir}\), \(\tau_i=Z_i^2n_i/2\) and \(|\mathbf g_1-\mathbf g_2|=2|Z_1-Z_2|\). With \(Z_1=1.8\), \(Z_2=1.6\) and \(r=1\) bohr, \(n_1=0.10145\) and \(n_2=0.10629\) bohr\(^{-3}\). The differences below are in hartree/bohr\(^3\).

- Equal weights \((0.5,0.5)\) give \(n=0.10387\), and (2) gives \(0.25(0.10145)(0.10629)(0.2)^2/(2\times0.10387)=0.00052\). The bound holds.
- Equal weights \((-0.5,1.5)\) give \(n=0.10871\) and the difference \(-0.75(0.10145)(0.10629)(0.2)^2/(2\times0.10871)=-0.00149\). The bound fails by 1.2% of \(\tau_W\).
- The averaged density combined with \(\tau_2\) gives \(0.13605-0.14968=-0.01363\), a failure by 9% of \(\tau_W\).

## The self-consistent map

With \(e_{xc}(n,\nabla n,\tau)\) and \(v_\tau=\partial e_{xc}/\partial\tau\), the orbital variation of the \(\tau\) part is

\[
\int v_\tau\,\delta\tau
=\sum_af_a\int v_\tau\nabla\phi_a\cdot\nabla\delta\phi_a
=-\sum_af_a\int\delta\phi_a\,\nabla\cdot(v_\tau\nabla\phi_a).
\]

The boundary term vanishes for bound orbitals. Since the energy variation is \(2\sum_af_a\int\delta\phi_a\hat H\phi_a\), the operator contains \(-\frac12\nabla\cdot(v_\tau\nabla)\). Its matrix element in a basis is \(\frac12\int v_\tau\nabla\chi_p\cdot\nabla\chi_q\).

Let \(D_n\) be the density matrix that supplies \(n\) and \(\nabla n\), and \(D_\tau\) the one that supplies \(\tau\). Diagonalizing the operator and filling the lowest orbitals gives \(D^{\rm out}(D_n,D_\tau)\). Joint mixing keeps \(D_\tau=D_n\). Density-only mixing here means that \(D_n\) is mixed while \(D_\tau\) is the latest output. At a stationary point of either scheme \(D_n=D_\tau=D^{\rm out}\), so the solutions coincide. The choice between them affects the admissibility of the inputs and the convergence, not the set of possible solutions.

## Pulay coefficients and a safeguard

Let \(R_i=n_i^{\rm out}-n_i\) for \(m\) stored iterations. Pulay mixing minimizes \(\|\sum_ic_iR_i\|\) subject to \(\sum_ic_i=1\). Eliminating \(c_m=1-\sum_{j<m}c_j\) turns this into the unconstrained least-squares problem

\[
\min_{c_1,\dots,c_{m-1}}\Big\|R_m+\sum_{j<m}c_j(R_j-R_m)\Big\| .
\]

Negative weights arise naturally. If \(R_2=\lambda R_1\) with \(0<\lambda<1\), the combined residual vanishes for

\[
c_1=-\frac{\lambda}{1-\lambda},\qquad c_2=\frac1{1-\lambda}.
\]

The method extrapolates along a slowly decaying error, and the slower the decay, the larger the weights. Restricting the weights to \(c_i\ge0\) gives \((0,1)\) in this model, which is plain linear mixing. For such a slowly decaying error the guarantee is thus paid for with the acceleration. If the residual instead changes sign, \(\lambda<0\), both weights above are positive and the restriction costs nothing.

The next joint input is

\[
D^{\rm next}=\sum_ic_i\big[(1-\beta)D_i+\beta D_i^{\rm out}\big],\qquad0<\beta\le1. \tag{3}
\]

The combined weights \(c_i(1-\beta)\) and \(c_i\beta\) sum to one. If \(c_i\ge0\) and the start is admissible, every later input is admissible by induction. A guarded algorithm still extrapolates whenever the trial input passes a check of the bound:

1. Compute ordinary Pulay weights and form the trial (3).
2. Check \(n>0\) and \(\tau\ge\tau_W[n]\) on the grid, within a rounding tolerance.
3. If the check fails, minimize the same norm with \(c_i\ge0\) and form (3) again.

A grid code applies the weights to \(n\), \(\nabla n\) and \(\tau\). In PAW, the smooth fields and the one-centre occupation matrices are all linear in the density matrix and take the same weights; a frozen core is unchanged because the weights sum to one. A wave-vector-dependent preconditioner applied to the density residual alone replaces \(\beta\) by an operator. Equation (3) then no longer describes the step, and the guarantee is lost even for \(c_i\ge0\). A basis-set code that mixes Fock matrices has another route: if each new Fock matrix is built from the orbitals of the preceding diagonalization, \(n\) and \(\tau\) come from one positive density matrix, whatever the signs of the weights.

## Size of a violation near convergence

Let the stored iterates differ by \(O(\delta)\), with weights of order one. Consider a region where one orbital without a node there supplies the density, so that \(\tau_i=\tau_W[n_i]\). With equal weights only the pair sum in (2) remains. It is quadratic in \(\mathbf g_i-\mathbf g_j\), so a violation is \(O(\delta^2)\). Unequal weights add

\[
\sum_i(d_i-c_i)\tau_i=\sum_i(d_i-c_i)(\tau_i-\tau_m),
\]

where \(\tau_m\) may be subtracted because \(\sum_i(d_i-c_i)=0\). This is \(O(\delta)\). Away from nodes, equal weights therefore reduce the violation by one order even when some are negative. Within a distance of order \(\delta\) from a node the logarithmic gradients differ by \(O(1/\delta)\) while the density is only \(O(\delta^2)\), so the pair sum need not become small there.

## Linear error analysis

Let \(e\) and \(s\) be the errors of \(D_n\) and \(D_\tau\). To first order the output error is \(Ae+Bs\), which defines the response matrices \(A\) and \(B\). For linear mixing with fraction \(a\), the error matrices are

\[
M_{\rm joint}=1-a+a(A+B),\qquad
M_{\rm dens}=\begin{pmatrix}1-a+aA&aB\\A&B\end{pmatrix}. \tag{4}
\]

Only occupied–virtual directions are needed for \(A\) and \(B\). For a closed shell \(P=D^{\rm out}/2\) satisfies \(P^2=P\), hence \(\delta P=P\,\delta P+\delta P\,P\). Multiplying by \(P\) on both sides gives \(P\,\delta P\,P=2P\,\delta P\,P=0\), and multiplying by \(1-P\) on both sides gives zero directly. Input errors in the remaining directions do alter the output, but only in occupied–virtual directions, so the full error matrix is block triangular. Its eigenvalues are those of the occupied–virtual block together with \(1-a\) for the remaining directions of \(D_n\) (and zero for those of a lagged \(D_\tau\)).

An eigenvalue \(\lambda\) of \(A+B\) becomes \(1-a(1-\lambda)\) in joint mixing, and

\[
|1-a(1-\lambda)|^2=1-2a\,{\rm Re}(1-\lambda)+a^2|1-\lambda|^2 .
\]

Joint mixing thus converges locally for small enough \(a\) if every \({\rm Re}\,\lambda<1\).

For density-only mixing at small \(a\), write a slow eigenvalue as \(1+a\nu\). The lower row of (4) gives \(s=(1-B)^{-1}Ae\) to leading order, if \(1-B\) is invertible. The upper row, after subtracting \(e\) and dividing by \(a\), gives

\[
\nu e=(A-1)e+B(1-B)^{-1}Ae .
\]

Since \(1+B(1-B)^{-1}=(1-B)^{-1}\),

\[
\nu e=\big[(1-B)^{-1}A-1\big]e=(1-B)^{-1}(A+B-1)e. \tag{5}
\]

The other eigenvalues tend to those of \(B\): for \(\mu\ne1\) the upper row makes \(e=O(a)\), leaving \(Bs=\mu s\). In this limit density damping does not act on them. At the opposite limit, \(a=1\), both inputs equal the last output and the two schemes coincide.

A scalar model shows the possible failure. The matrix \(M_{\rm dens}\) then has trace \(1-a+aA+B\) and determinant \((1-a+aA)B-aAB=(1-a)B\). Its characteristic polynomial at \(-1\) is

\[
1+{\rm tr}+\det=(2-a)(1+B)+aA .
\]

For \(B<-1\), \(A\le0\) and \(0<a\le1\) this is negative. The polynomial is positive at large negative argument, so a real eigenvalue lies below \(-1\) and the iteration diverges. Take \(A=-0.5\), \(B=-1.5\), \(a=0.3\). The joint factor is \(1-0.3\times3=0.1\). The density-only eigenvalues solve \(\mu^2+0.95\mu-1.05=0\), and one of them is \(-1.60\). Starting from \(e=s=1\), after 100 steps the errors \(|e|+|s|\) are \(2.0\times10^{-100}\) and \(4.8\times10^{20}\).

Pulay mixing adds a consistency condition. In the linear regime, with \(e_i\) and \(s_i\) the errors in the history,

\[
\sum_ic_iR_i=(A-1)\sum_ic_ie_i+B\sum_ic_is_i,
\]

where \(R_i\) now denotes the density-matrix residual. This is the residual at the mixed density if \(\tau\) is mixed with the same \(c_i\). If \(\tau\) has some other error \(s'\), the actual residual differs by \(B(s'-\sum_ic_is_i)\), which the minimization did not see.

## Beryllium

The example is the beryllium atom with TPSS exchange, no correlation, and ten s-type Gaussians. Its energy is \(-14.5827\) hartree, confirmed by a separate three-dimensional calculation with the same functional and basis. It omits correlation and carries the error of the finite basis: twenty s-type Gaussians lower it by 1.7 millihartree, to \(-14.5845\). Iterations start from the orbitals of a bare nucleus of charge 2.4.

Two occupied and eight virtual orbitals give 16 directions. The eigenvalues of \(A+B\) extend from \(-0.2776\) to \(0.1053\), and the spectral radius of \(B\) is 0.155, far from the scalar instability. These values belong to the basis: with twenty s functions the eigenvalues extend from \(-0.307\) to \(0.139\), the radius of \(B\) is 0.213, and the two factors given next become 0.742 and 0.726. An s basis also keeps the density spherical. The s-to-p directions that it omits have an eigenvalue of \(A+B\) near \(-0.97\). At \(a=0.3\) the slowest joint factor is \(1-0.3(1-0.1053)=0.7316\); the density-only factor is 0.7063. The observed late factors are 0.7325 and 0.7118, and a density-matrix error of \(10^{-9}\) is reached after 62 and 58 steps. In linear mixing at this \(a\), density-only is slightly faster here. Equation (5) accounts for this at small \(a\): its slowest exponent is \(-0.9787\), against \(0.1053-1=-0.8947\) for joint mixing. At \(a=0.1\) these predict 0.9021 and 0.9105, in agreement to four decimals with the computed spectral radii of the matrices (4).

The Pulay runs used \(\beta=0.3\), four stored iterations, and weights from the density residual. Both the density and the \(\tau\) residual norms had to fall below \(10^{-8}\) atomic units. Violations and smallest ratios refer to the radial grid points inside 6 bohr, and a violation is counted when it exceeds a relative tolerance of \(10^{-6}\).

| Scheme | Iterations | Violating inputs | Smallest \(\tau/\tau_W\) |
|---|---:|---:|---:|
| Joint | 15 | 2 | 0.999993 |
| Density-only | 21 | 10 | 0.756 |
| Nonnegative joint | 57 | 0 | 1.000000 |
| Guarded joint | 18 | 0 | 1.000000 |

In these runs, which evaluate the TPSS expression unmodified at negative \(\alpha\), the order of the two basic schemes is reversed from linear mixing. The unseen term \(B(s'-\sum_ic_is_i)\) may contribute to the six extra iterations, as may the large violations and the additional requirement on the \(\tau\) residual; the runs do not separate these causes. The gap itself is not robust: with the libxc implementation of the same functional the four counts are 16, 16, 57 and 18 in this basis, and 18, 21, 58 and 19 with twenty s functions. Density-only mixing still reaches the same energy, after inputs in which \(\tau\) falls as much as 24% below \(\tau_W\). Joint mixing, with weights as low as \(-4.2\), violates the bound by at most \(7\times10^{-6}\) of \(\tau_W\), or \(2\times10^{-5}\) with twenty s functions. The runs do not record at which step these minima occur, so they do not test the difference in order derived above. The guarded scheme needed its fallback twice and cost three more iterations than the unguarded one.

The converged atom itself has a smallest ratio of 1.000005 over the same grid points. This value lies at the outer edge of the range and depends on grid and basis; with sixteen or twenty s functions the logarithmic gradients of the two orbitals cross inside 6 bohr and the ratio there equals one to better than \(10^{-8}\). Applying (2) to its two orbital densities with unit weights, which the algebra permits, gives \(\tau-\tau_W=n_1n_2|\mathbf g_1-\mathbf g_2|^2/(8n)\). This is small relative to \(\tau_W\) where the logarithmic gradients agree, or where one orbital dominates and both gradients stay moderate. At the node of the second orbital \(n_2\) vanishes but \(n_2g_2^2/8=|\nabla\phi_2|^2\) does not, so the difference remains finite there. In a strictly one-orbital region the bound is an equality, so a check with no rounding tolerance could reject admissible inputs.

These iteration counts belong to one atom kept spherical by its basis, one starting density and one damping. Linear joint mixing at \(a=0.9\) has a factor of 0.195, so an error reduction by \(10^8\) would take about \(18.4/1.64\approx11\) steps. This holds for spherical errors only: in the s-to-p directions the factor at \(a=0.9\) is about 0.77 for joint mixing and slightly larger for density-only mixing. The ranking of speeds may change with the system, whereas the condition \(d_i=c_i\ge0\) does not depend on it. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Be atom, TPSS exchange only, s Gaussians: 10
exponents from 0.05 to 984.15 bohr^-2, ratio 3
radial points 520, start nuclear charge 2.4
energy, radial program   -14.582719 hartree
energy, 3D program       -14.582719 hartree
operator against energy slope, difference 5.4e-09 hartree
converged tau/tau_W minimum inside 6 bohr 1.000005
One-orbital densities Z1=1.8, Z2=1.6, at r=1.0 bohr;
  n1=0.10145 n2=0.10629 bohr^-3; tau in hartree/bohr^3:
  averaged, equal weights (0.5,0.5): tau=0.150198 tau_W=0.149679 difference=0.000519
  extrapolated, equal weights (-0.5,1.5): tau=0.121908 tau_W=0.123395 difference=-0.001488
  n averaged, tau from second only: tau=0.136053 tau_W=0.149679 difference=-0.013626
occupied-virtual directions 16
eigenvalues of A+B: lowest -0.2776, highest 0.1053
spectral radius of B 0.1547
slow exponents, density-only, a=0.0001: -1.3565 to -0.9787
same from (1-B)^-1(A+B-1): -1.3565 to -0.9787
Linear mixing, error factor per step (joint, density-only):
  a=0.1: 0.9105  0.9021
  a=0.3: 0.7316  0.7063
  a=0.5: 0.5527  0.5105
  a=0.7: 0.3737  0.3141
  a=0.9: 0.1948  0.1161
  a=1.0: 0.2776  0.2776
  joint, a=0.3: predicted 0.7316, observed 0.7325, steps to error 1e-9: 62
  density-only, a=0.3: predicted 0.7063, observed 0.7118, steps to error 1e-9: 58
Pulay mixing, beta=0.3, history 4, both residual norms below 1e-8 (a.u.):
  joint: iterations 15, last residual 7.4e-09
    min tau/tau_W 0.999993, violating inputs 2, min weight -4.237, fallbacks 0
  density-only: iterations 21, last residual 5.3e-09
    min tau/tau_W 0.755891, violating inputs 10, min weight -2.913, fallbacks 0
  nonnegative: iterations 57, last residual 9.4e-09
    min tau/tau_W 1.000000, violating inputs 0, min weight 0.000, fallbacks 0
  guarded: iterations 18, last residual 1.0e-08
    min tau/tau_W 1.000000, violating inputs 0, min weight -2.859, fallbacks 2
Scalar model A=-0.5, B=-1.5, a=0.3, error after 100 steps:
  joint 2.0e-100, density-only 4.8e+20
```
